# Can an interface peak in a SIMS profile come from uniform boron?

## Question

I am profiling boron through a 30 nm silicon dioxide film on silicon by secondary-ion mass spectrometry (SIMS) with a low-energy oxygen beam. The boron ion signal has a clear peak at the interface, higher than the signal on either side. I converted counts to density with a sensitivity factor from boron-doped silicon, and corrected for the different erosion speeds of the two materials. The peak is still there, and its area looks like a respectable areal dose.

A colleague says that this does not prove that boron has piled up. But ions cannot come from atoms that are not there. If more boron ions leave at the interface, must there not be more boron at the interface? And if not, how could I tell the difference?

## Answer

More ions do not require more atoms. Most sputtered atoms may leave as neutrals, which the instrument does not count. If the fraction leaving as ions rises near the interface, the ion signal rises while the number of emitted atoms stays the same. To see whether this can make a peak, follow the atoms first and the charge afterwards.

### What leaves a uniform sample

Let $c(z)$ be the boron density in atoms per volume, with $z$ the depth below the original surface. I take "uniform" to mean constant $c$. This is not the same as constant atomic fraction, because the two materials have different atomic densities.

The beam erodes the surface at speed $v$ and mixes a zone of thickness $w$ beneath it. Assume planar erosion, complete mixing, constant $w$, and removal of boron in proportion to its presence in the zone. With the surface at depth $z$, let the zone hold $m$ boron atoms per area. Its mean density is then $m/w$, and so is the number of boron atoms emitted per eroded volume:

$$e(z)=\frac{m(z)}{w}.$$

When the surface recedes by $dz$, the bottom of the zone takes in $c(z+w)\,dz$ atoms per area, while $e\,dz$ leave at the top. Hence

$$\frac{dm}{dz}=c(z+w)-e(z),\qquad
w\frac{de}{dz}=c(z+w)-e(z). \tag{1}$$

For $c=c_0$ the zone starts with $m=c_0w$, so $e=c_0$. The right-hand side vanishes and $e$ stays at $c_0$. In this model, mixing cannot create a peak in the total emission from a uniform sample.

### What the detector reports

In one second the gated area $A$ loses a volume $Av$, containing $Ave$ emitted boron atoms. A fraction $P$ is ionised and a fraction $T$ of those ions is detected:

$$I=A\,T\,v(z)\,e(z)\,P(z). \tag{2}$$

Here $P(z)$ is the ionisation probability when the surface is at $z$. It can change because the surface chemistry changes, in particular the oxygen content. Boron is dilute, so I take $P$ not to depend on $c$. I also hold $T$ constant for now.

Your silicon calibration divides by $A\,T\,v\,P_{\rm Si}$, with the correct local speed $v$. It therefore reports

$$c_{\rm app}(z)=\frac{I}{A\,T\,v\,P_{\rm Si}}
=e(z)\frac{P(z)}{P_{\rm Si}}. \tag{3}$$

For the uniform sample this is $c_0P(z)/P_{\rm Si}$. The speed correction was right, but it leaves the ionisation probability untouched. It works because $dz=v\,dt$: the counts per depth are $I/v=ATeP$, without $v$.

### When local enhancement makes a peak

Describe the changeover from oxide to silicon at depth $z_i$ by

$$s(z)=\frac{1}{1+e^{-(z-z_i)/L}},$$

which runs from 0 in the oxide to 1 in silicon. Give $P$ a step between its two bulk values and a local enhancement of height $H>0$:

$$P=P_{\rm ox}(1-s)+P_{\rm Si}s+4Hs(1-s). \tag{4}$$

The last term equals $H$ at $s=1/2$ and vanishes in both bulk materials. It is an assumption about the surface response, not a derivation of its microscopic cause. Nor is $s$ computed from the mixing model: for $L<w$, as in the example below, it even rises slightly faster than the silicon share of a mixed zone could once $s>L/w$. At an abrupt interface, a completely mixed zone would stay pure oxide until the surface reaches $z_i-w$, and its silicon share would then rise as $1-\exp[-(z-z_i+w)/w]$. Using that share for $s$ in (4) would leave the threshold and height of the peak found below unchanged, but not its position, width or area.

With $D=P_{\rm ox}-P_{\rm Si}$, collecting powers of $s$ gives

$$P=P_{\rm ox}+(4H-D)s-4Hs^2,\qquad
\frac{dP}{ds}=4H-D-8Hs.$$

The derivative vanishes at

$$s_*=\frac{4H-D}{8H}. \tag{5}$$

Since $P$ is a downward parabola in $s$, and $s$ rises steadily with depth, there is an interior maximum if and only if $0<s_*<1$. The left inequality requires $D<4H$. The right one requires $4H-D<8H$, or $-D<4H$. Together,

$$4H>|D|. \tag{6}$$

A weaker enhancement deforms the step without making a peak. Above the threshold, substituting $s_*$ gives

$$P_*=P_{\rm ox}+\frac{(4H-D)^2}{8H}-\frac{(4H-D)^2}{16H}
=P_{\rm ox}+\frac{(4H-D)^2}{16H}. \tag{7}$$

The false dose is the area of $c_{\rm app}$ above the matrix step, that is, above the same profile with $H=0$. Differentiating $s$ gives $ds/dz=s(1-s)/L$, so

$$Q=\frac{c_0}{P_{\rm Si}}\int4Hs(1-s)\,dz
=\frac{4HLc_0}{P_{\rm Si}}\int_0^1ds
=\frac{4HLc_0}{P_{\rm Si}}. \tag{8}$$

The enhancement falls to half its height where $4s(1-s)=1/2$, or $s=(1\pm\sqrt{1/2})/2$. Inverting $s(z)$ gives $z-z_i=L\ln[s/(1-s)]$, so the full width at half maximum is

$$2L\ln\frac{1+\sqrt{1/2}}{1-\sqrt{1/2}}\simeq3.53\,L.$$

### A peak from uniform boron

Take $c_0=10^{18}\ \mathrm{cm^{-3}}$, $z_i=30$ nm, $L=1.5$ nm and $w=2$ nm. Choose $P_{\rm ox}=0.02$, $P_{\rm Si}=0.01$ and $H=0.03$. The threshold is $H=|D|/4=0.0025$, so this enhancement is well above it. Its full width is 5.3 nm. Equations (5) and (7) give

$$s_*=\frac{0.12-0.01}{0.24}=0.458,\qquad
P_*=0.02+\frac{0.11^2}{0.48}=0.0452.$$

The apparent density is $2.0\times10^{18}\ \mathrm{cm^{-3}}$ in the oxide, $4.5\times10^{18}\ \mathrm{cm^{-3}}$ at the peak and $1.0\times10^{18}\ \mathrm{cm^{-3}}$ in silicon. The true density is $1.0\times10^{18}\ \mathrm{cm^{-3}}$ throughout. The maximum lies at

$$z_*=30+1.5\ln\frac{0.458}{0.542}=29.75\ \mathrm{nm},$$

slightly on the oxide side, where the underlying step is higher. The false dose is

$$Q=\frac{4(0.03)(1.5\times10^{-7}\ \mathrm{cm})(10^{18}\ \mathrm{cm^{-3}})}{0.01}
=1.8\times10^{12}\ \mathrm{cm^{-2}}.$$

No excess atoms correspond to this number. Its size depends on the chosen $s(z)$: with the silicon share of a completely mixed zone at an abrupt interface, the area would be $2Hwc_0/P_{\rm Si}=1.2\times10^{12}\ \mathrm{cm^{-2}}$.

A simulation of individual atoms tests the separation between emission and ionisation. Four million atoms were placed at random with uniform density, mixed, emitted and then ionised with probability $P$. In 60 depth bins of 1 nm, $\chi^2$ was 62.9 for flat total emission and 55.4 for the ion profile predicted by (4). The oxide bins should hold 1143 ions each on average; the largest bin near the interface held 2582. With the same atoms and random draws but $H=0$, the largest bin held 1230, which is 2.6 standard deviations above the oxide mean and the highest of many bins. The peak disappeared when the enhancement was removed, with the atoms unchanged.

### Raw count rate is a different curve

If you plot $I$ against time without correcting for speed, the shape follows $vP$. Take $v=v_{\rm ox}(1-s)+v_{\rm Si}s$, with 0.08 nm/s in oxide and 0.10 nm/s in silicon, $A=10^{-4}\ \mathrm{cm^2}$ and $T=0.1$. The rates are 1600 counts/s in oxide, 4050 at the maximum and 1000 in silicon. The maximum moves from 29.75 to 30.00 nm because $v$ is still rising where $P$ peaks.

A raw peak can even occur with $H=0$. Let $\Delta v=v_{\rm Si}-v_{\rm ox}>0$ and $D>0$. Then

$$vP=(v_{\rm ox}+\Delta v\,s)(P_{\rm ox}-Ds)$$

is a downward parabola in $s$. It has an interior maximum if its slope is positive at $s=0$ and negative at $s=1$:

$$\frac{\Delta v}{v_{\rm ox}}>\frac{D}{P_{\rm ox}},\qquad
\frac{\Delta v}{v_{\rm Si}}<\frac{D}{P_{\rm Si}}.$$

Here the first condition would read $0.25>0.5$, so it fails. The speed change alone does not make a raw peak in this example. The ordering $v_{\rm Si}>v_{\rm ox}$ is a choice. If the beam fully oxidises the silicon and removes silicon atoms at the same rate in both layers, the oxide erodes about 2.3 times faster, the ratio of their silicon atom densities. Then $\Delta v<0$, both factors of $vP$ fall when $H=0$ and there is no raw peak, while for $H=0.03$ the raw maximum moves towards the oxide, to about 29.0 nm.

### The same signal from real pile-up

The peak does not disprove pile-up either. Suppose that $P$ were $P_{\rm Si}$ at every depth. Then (3) gives $e=c_{\rm app}$, and (1) tells us which boron profile would be needed:

$$c_{\rm alt}(z+w)=c_{\rm app}(z)+w\frac{dc_{\rm app}}{dz}. \tag{9}$$

The shift by $w$ appears because boron enters the mixed zone before the surface reaches its original depth. For the example, $c_{\rm alt}$ lies between $0.87\times10^{18}$ and $5.3\times10^{18}\ \mathrm{cm^{-3}}$, with its maximum at 30.6 nm. It is positive, so it is a possible sample. A layer-by-layer calculation of its emission reproduced the original signal to within 0.05% of the local signal. One ion profile thus has two explanations: uniform boron with varying $P$, or non-uniform boron with constant $P$.

Sometimes the second explanation can be excluded. Since a density cannot be negative, (1) requires

$$\frac{de}{dz}\geq-\frac{e}{w}. \tag{10}$$

With constant $P$, the signal per depth cannot fall faster than $\exp(-z/w)$. The shortest local decay length of our false peak, $-P/(dP/dz)$, is 3.3 nm. This exceeds $w=2$ nm, so the tail gives no warning. With $L=0.5$ nm and the other values fixed, it would be 1.1 nm, and no boron profile with constant $P$ could produce it. With complete mixing, the oxide material left in the zone itself fades only as $\exp(-z/w)$, so such a fall would need a strongly nonlinear response of $P$ to the surface composition. Even (4) is not enough if $s$ is the silicon share of the zone. Then $ds/dz\leq(1-s)/w$, and where $P$ falls as $s$ rises, $-w\,dP/dz\leq P-P_{\rm Si}-4H(1-s)^2<P$. This criterion needs an independently known $w$ and the mixing assumptions above. A slow tail decides nothing.

### How to tell the difference

Measure a reference with known uniform boron density $c_{\rm ref}$ through the same oxide-silicon structure, under the same beam and collection conditions. Its uniformity must be established by something other than this ion signal. For the reference, $e=c_{\rm ref}$. Dividing the two signals at equal depth gives

$$c_{\rm ref}\frac{I_{\rm test}}{I_{\rm ref}}
=c_{\rm ref}\frac{ATv\,e_{\rm test}P}{ATv\,c_{\rm ref}P}
=e_{\rm test}. \tag{11}$$

The unknown $P$ cancels if it is the same function of depth in both samples. A false peak becomes flat; a real pile-up survives, broadened by mixing and with its maximum displaced. Boron starts to leave as soon as the mixed zone reaches it, so the maximum can move towards the surface, by at most $w$; for the narrow Gaussian used below it moves by 1.3 nm. A pile-up that starts abruptly and has an exponential tail longer than $w$ peaks deeper than its true position instead, by 1.7 nm for a tail of 8 nm and $w=2$ nm. Its dose is conserved: integrate (1) across a pile-up on a uniform background $c_0$. The left side gives $w$ times the change of $e$, which is zero because $e=c_0$ well before and well after the interface. Therefore

$$\int(e-c_0)\,dz=\int[c(z+w)-c_0]\,dz.$$

As a test, I added a real Gaussian pile-up of dose $5.0\times10^{11}\ \mathrm{cm^{-2}}$ and standard deviation 0.5 nm to the uniform boron, keeping $P$ unchanged. The silicon calibration gave an excess of $3.7\times10^{12}\ \mathrm{cm^{-2}}$. Of this, $1.8\times10^{12}$ is the false dose of the background; the other $1.9\times10^{12}$ is the real dose magnified by the high local $P$. Both parts depend on the chosen $s(z)$; with the silicon share of a completely mixed zone they would be $1.2\times10^{12}$ and $1.7\times10^{12}$. The referenced profile returned $5.0\times10^{11}\ \mathrm{cm^{-2}}$, with a maximum density of $2.6\times10^{18}\ \mathrm{cm^{-3}}$. This calculation had no noise and perfect alignment. Taking the reference signal from 0.5 nm too shallow a depth would change the ratio by up to 14% of its correct local value; taking it from 0.5 nm too deep would change it by up to $1/(1-0.139)-1=16\%$.

Normalising to a matrix ion is not an equivalent remedy. If the matrix species has density $n_M$, ionisation probability $P_M$ and transmission $T_M$, then

$$\frac{I}{I_M}=\frac{T\,e\,P}{T_M\,n_M\,P_M}.$$

The speed cancels, but the ionisation probabilities cancel only if $P/P_M$ is constant. Changes in $n_M$ must also be corrected.

### How this compares with a real measurement

Boron in oxidised silicon under a low-keV oxygen beam is the intended regime. Ionisation probabilities near $10^{-2}$ and nanometre mixing depths are rough, plausible scales, but $H$ was chosen to show the effect. The size of your peak cannot be predicted from it. Oxygen bombardment that fully oxidises the silicon surface should reduce the chemical contrast, so beam angle and oxygen supply matter.

Uniform boron is itself a special case, because thermal oxidation redistributes boron between oxide and silicon. If the emitted density changes as $e=c_{\rm ox}(1-s)+c_{\rm Si}s$, the factor $c_0\int_0^1ds$ in (8) becomes $\int_0^1e\,ds=(c_{\rm ox}+c_{\rm Si})/2$. With $c_{\rm Si}$ fixed and twice as much boron in the oxide, the enhancement contributes $2.7\times10^{12}$ instead of $1.8\times10^{12}\ \mathrm{cm^{-2}}$.

Other neglected effects can be sized for the same sample:

- **Preferential removal.** Let boron be removed at a relative rate $r$, so $e=rm/w$. In steady state $e=c_0$ and $m=c_0w/r$. If $r$ rises from 1.0 in oxide to 1.2 in silicon, the zone must release $c_0w(1-1/1.2)=3.3\times10^{10}\ \mathrm{cm^{-2}}$ of extra boron. This is a real emission transient from a uniform sample, so even a flat density need not give perfectly flat total emission. Its maximum is 4.8% above $c_0$, and its emitted dose is about 2% of $Q$. The silicon calibration magnifies this dose by the local $P/P_{\rm Si}$, which is at most 4.5, so it adds less than 9% of $Q$ to the apparent dose.

- **Charging.** A positively charged surface adds energy to the ions and can push some out of the detector's energy window, so $T$ varies. For a Thompson energy distribution $2UE/(E+U)^3$, the fraction below energy $X$ is $X^2/(X+U)^2$. I took $U=5$ eV, a window from 0 to 50 eV, and $P$ independent of energy. A field of 10 MV/cm, roughly the breakdown field of good oxide, puts at most 30 V across the film. The signal at the top then falls to $(20/25)^2/(50/55)^2=77\%$ of its uncharged value. The main peak changes by only $-0.09\%$, because little oxide remains there. With $H=0$, however, this limiting field makes a broad maximum at 23.6 nm, 25% above the signal at the top: transmission recovers as the oxide thins, then $P$ falls. Charging can therefore make a false peak of its own, and its shape depends on the window. With a window from 0 to 10 eV and the same field, the signal at the top vanishes and the $H=0$ maximum lies at 28.8 nm, 1.55 times the silicon level, close enough to be mistaken for an interface peak.

- **Counting and dilution.** At 1000 counts/s, a 0.5 nm step in silicon takes 5 s and collects 5000 counts, with a relative noise of $1/\sqrt{5000}=1.4\%$. Noise does not explain a peak this large. The boron fraction in silicon is $2\times10^{-5}$, consistent with treating it as dilute.

So your premise that ions need atoms is correct, but the atoms need not be extra ones. Until $P(z)$ has been measured or cancelled, the area under your peak is an apparent dose. The numerical output below lists the values used here.

## Numbers as computed

```
boron density, uniform          1.00e+18 cm^-3
oxide thickness                 30.0 nm
changeover length L             1.5 nm
mixed-zone thickness w          2.0 nm
P in oxide, in silicon          0.020, 0.010
enhancement height H            0.030
smallest H that gives a peak    0.0025
enhancement width (FWHM)        5.29 nm
erosion speed oxide, silicon    0.08, 0.10 nm/s
gated area, transmission        1.0e-04 cm^2, 0.10
s at peak                       0.4583
P at peak                       0.04521
peak depth                      29.75 nm
apparent density in oxide       2.00e+18 cm^-3
apparent density at peak        4.521e+18 cm^-3
peak over oxide plateau         2.260
false pile-up dose              1.800e+12 cm^-2
count rate oxide, silicon       1600, 1000 1/s
count rate at its maximum       4050 1/s
depth of count-rate maximum     30.00 nm
total counts, time integral     1.25584e+06
total counts, depth formula     1.25584e+06
Monte Carlo atoms, bin width    4000000, 1 nm
chi2 flat emission, 60 bins     62.9
chi2 ion profile, 60 bins       55.4
expected ions/bin in oxide      1143
largest ion bin, H on           2582
largest ion bin, H off          1230
alternative sample: maximum     5.291e+18 cm^-3
alternative sample: max depth   30.62 nm
alternative sample: minimum     8.672e+17 cm^-3
largest signal mismatch         0.048 %
shortest local decay length     3.34 nm
same for L = 0.5 nm             1.11 nm
real pile-up: true dose         5.000e+11 cm^-2
real pile-up: Gaussian sigma    0.50 nm
real pile-up: naive dose        3.730e+12 cm^-2
real pile-up: referenced dose   5.000e+11 cm^-2
real pile-up: referenced max    2.592e+18 cm^-3
reference misregistration       0.5 nm
largest error it causes         13.9 %
relative removal oxide, Si      1.0, 1.2
preferential: emission maximum  1.048 times c
preferential: transient dose    3.33e+10 cm^-2
charging: field bound           10 MV/cm
charging: window, binding       50, 5 eV
charging: largest potential     30.0 V
charging: signal kept at top    77.4 %
charging: change of main peak   -0.09 %
charging, H=0: max over top     1.249
charging, H=0: depth of max     23.64 nm
noise per 0.5 nm in silicon     1.41 %
boron atomic fraction in Si     2.0e-05
```
